# Hartree-Fock stability matrices and the static responses they control: test program

```python
# Stability matrices of a real closed-shell Hartree-Fock determinant.
# Result under test, with D = (e_a - e_i) on the diagonal:
#   real singlet  M = D + 4(ai|bj) - (ab|ij) - (aj|bi)
#   real triplet  M = D            - (ab|ij) - (aj|bi)
#   imaginary     M = D            - (ab|ij) + (aj|bi)   (singlet = triplet)
# The energy to second order in a rotation x is x.M.x, and the static response
# to lambda * v (x) sigma_m is chi = -d2E/dlambda2 = 4 v.M^-1.v.
# i,j: occupied; a,b: virtual; sigma_m: unit matrix or a Pauli matrix.
# Spin-orbital matrices are ordered as kron(spin, space), in the MO basis.
# System: CH4, 6-31G, one C-H bond of length R along z, the others fixed.
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import brentq
from pyscf import gto, scf

EV = physical_constants['Hartree energy in eV'][0]
ANG = physical_constants['Bohr radius'][0] * 1e10
R_FIXED = 1.09
PAULI = [np.eye(2), np.array([[0, 1], [1, 0]]),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
CLASSES = ['real singlet', 'real triplet', 'imaginary']


def build(length):
    """RHF solution, MO integrals and the three stability matrices."""
    atoms = [['C', (0, 0, 0)], ['H', (0, 0, length / ANG)]]
    for phi in 2 * np.pi * np.arange(3) / 3:
        direction = np.array([np.sqrt(8) * np.cos(phi),
                              np.sqrt(8) * np.sin(phi), -1]) / 3
        atoms.append(['H', tuple(direction * R_FIXED / ANG)])
    mol = gto.M(atom=atoms, unit='Bohr', basis='6-31g', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 200
    mf.kernel()
    assert mf.converged
    C, n, no = mf.mo_coeff, mol.nao, mol.nelectron // 2
    h = C.T @ mf.get_hcore() @ C
    g = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'),
                  C, C, C, C, optimize=True)
    o, v = slice(0, no), slice(no, n)
    dim = no * (n - no)
    e = mf.mo_energy
    gap = np.diag((e[v, None] - e[None, o]).ravel())
    coul = g[v, o, v, o].reshape(dim, dim)
    direct = g[v, v, o, o].transpose(0, 2, 1, 3).reshape(dim, dim)
    cross = g[v, o, v, o].transpose(0, 3, 2, 1).reshape(dim, dim)
    M = {'real singlet': gap + 4 * coul - direct - cross,
         'real triplet': gap - direct - cross,
         'imaginary': gap - direct + cross}
    occ = np.r_[0:no, n:n + no]
    return SimpleNamespace(mol=mol, C=C, n=n, no=no, g=g, M=M, occ=occ,
                           H=np.kron(np.eye(2), h), E=mf.e_tot, eps=e,
                           gap=gap, coul=coul, direct=direct, cross=cross)


def fock(s, H, D):
    """GHF Fock matrix of a complex, spin-mixing density matrix."""
    d = D.reshape(2, s.n, 2, s.n)
    J = np.einsum('pqrs,sr->pq', s.g, d[0, :, 0] + d[1, :, 1])
    K = np.tensordot(s.g, d, axes=([1, 2], [1, 3])).transpose(2, 0, 3, 1)
    return H + np.kron(np.eye(2), J) - K.reshape(2 * s.n, 2 * s.n)


def embed(s, x):
    """Place virtual-occupied amplitudes in a full orbital matrix."""
    full = np.zeros((s.n, s.n))
    full[s.no:, :s.no] = x.reshape(s.n - s.no, s.no)
    return full


def rotated_energy(s, X, t):
    orb = expm(t * (X - X.conj().T))[:, s.occ]
    D = orb @ orb.conj().T
    total = 0.5 * np.trace((s.H + fock(s, s.H, D)) @ D).real
    return total + s.mol.energy_nuc()


def second_order(s, X, t=0.01):
    """Numerical coefficient of t^2 in the energy, extrapolated in t."""
    e0 = rotated_energy(s, X, 0.0)

    def c(u):
        return (rotated_energy(s, X, u) + rotated_energy(s, X, -u)
                - 2 * e0) / (2 * u * u)
    return (4 * c(t) - c(2 * t)) / 3


def moment(s, V, lam):
    """Expectation value of V after a full GHF calculation with lam*V."""
    H = s.H + lam * V
    D = np.zeros((2 * s.n, 2 * s.n), complex)
    D[s.occ, s.occ] = 1
    focks, errors = [], []
    for _ in range(200):
        F = fock(s, H, D)
        err = F @ D - D @ F
        if np.linalg.norm(err) < 1e-10:
            return np.trace(V @ D).real
        focks, errors = (focks + [F])[-8:], (errors + [err])[-8:]
        m = len(errors)
        B = np.array([[np.vdot(p, q).real for q in errors] for p in errors])
        A = -np.ones((m + 1, m + 1))
        A[:m, :m], A[m, m] = B / B.max(), 0
        rhs = np.r_[np.zeros(m), -1]
        w = np.linalg.lstsq(A, rhs, rcond=None)[0][:m]
        F = sum(c * f for c, f in zip(w, focks))
        orb = np.linalg.eigh(F)[1][:, :2 * s.no]
        D = orb @ orb.conj().T
    raise AssertionError('perturbed GHF did not converge')


def finite_response(s, V, lam):
    def slope(x):
        return -(moment(s, V, x) - moment(s, V, -x)) / (2 * x)
    return (4 * slope(lam) - slope(2 * lam)) / 3


def vo(s, mat):
    return mat[s.no:, :s.no].ravel()


def chi(s, mat, kind):
    v = vo(s, mat)
    return 4 * v @ np.linalg.solve(s.M[kind], v)


def to_mo(s, ao):
    return s.C.T @ ao @ s.C


def lowest(s, kind):
    return np.linalg.eigvalsh(s.M[kind])[0]


ref = build(R_FIXED)
assert abs(rotated_energy(ref, np.zeros((2 * ref.n,) * 2), 0) - ref.E) < 1e-8

# Eight classes of rotation one at a time, then all mixed together.
rng = np.random.default_rng(4)
mixture, mixed_prediction, worst = 0, 0, 0
for m, sigma in enumerate(PAULI):
    for phase in (1, 1j):
        x = rng.normal(size=len(ref.gap))
        x /= np.linalg.norm(x)
        kind = ('imaginary' if phase == 1j else
                'real singlet' if m == 0 else 'real triplet')
        X = phase * np.kron(sigma, embed(ref, x)) / np.sqrt(2)
        predicted = x @ ref.M[kind] @ x
        worst = max(worst, abs(second_order(ref, X) - predicted))
        mixture = mixture + X / np.sqrt(8)
        mixed_prediction += predicted / 8
mixed_error = abs(second_order(ref, mixture) - mixed_prediction)
assert worst < 1e-6 and mixed_error < 1e-6

# Perturbation operators; the carbon nucleus is the origin.
mol = ref.mol
z_ao = mol.intor('int1e_r')[2]
L_ao = mol.intor('int1e_cg_irxp')        # r x nabla, so L = -i times this
so_ao = mol.intor('int1e_prinvxp')       # r^-3 (r x nabla), up to a sign
p = mol.search_ao_label('C 2p')
L_p = np.array([a[np.ix_(p, p)] for a in L_ao])
so_p = np.array([a[np.ix_(p, p)] for a in so_ao])
assert np.allclose(np.linalg.eigvalsh(-1j * L_p[2]), [-1, 0, 1], atol=1e-6)
scale = np.sum(so_p * L_p) / np.sum(L_p * L_p)
assert abs(scale) > 0.1 and np.allclose(so_p, scale * L_p, atol=1e-6)
at_H = mol.eval_gto('GTOval', mol.atom_coords()[1:2])[0]
z, Lx = to_mo(ref, z_ao), to_mo(ref, L_ao[0])
contact = to_mo(ref, np.outer(at_H, at_H))
so = [to_mo(ref, a) for a in so_ao]
u_z, u_L, u_6 = ANG**2 / EV, 1 / EV, ANG**-6 / EV
cases = [
    ('electric z', np.kron(PAULI[0], z), [z], 'real singlet',
     u_z, 'angstrom^2/eV', 1),
    ('staggered z sigma_z', np.kron(PAULI[3], z), [z], 'real triplet',
     u_z, 'angstrom^2/eV', -1),
    ('contact at H, sigma_x', np.kron(PAULI[1], contact), [contact],
     'real triplet', u_6, 'angstrom^-6/eV', -1),
    ('orbital L_x', np.kron(PAULI[0], -1j * Lx), [Lx], 'imaginary',
     u_L, 'hbar^2/eV', -1),
    ('L_x sigma_z', np.kron(PAULI[3], -1j * Lx), [Lx], 'imaginary',
     u_L, 'hbar^2/eV', 1),
    ('spin-orbit r^-3 L.sigma',
     sum(np.kron(PAULI[k + 1], -1j * so[k]) for k in range(3)), so,
     'imaginary', u_6, 'hbar^2 angstrom^-6/eV', 1)]

print('CH4, RHF/6-31G; fixed C-H length %.2f angstrom' % R_FIXED)
print('occupied orbitals %d, virtual orbitals %d, matrix dimension %d'
      % (ref.no, ref.n - ref.no, len(ref.gap)))
print('RHF energy %.4f eV; HOMO-LUMO gap %.4f eV'
      % (ref.E * EV, (ref.eps[ref.no] - ref.eps[ref.no - 1]) * EV))
print('largest error of x.M.x, eight classes: %.1e eV' % (worst * EV))
print('error for all classes mixed: %.1e eV' % (mixed_error * EV))
print('Responses at R = %.2f angstrom: formula | finite perturbation'
      % R_FIXED)
values = []
for name, V, parts, kind, unit, label, parity in cases:
    assert np.allclose(V, V.conj().T, atol=1e-8)
    reversed_V = (np.kron(PAULI[2], np.eye(ref.n)) @ V.conj()
                  @ np.kron(PAULI[2], np.eye(ref.n)))
    assert np.allclose(reversed_V, parity * V, atol=1e-8)
    formula = sum(chi(ref, a, kind) for a in parts)
    numerical = finite_response(ref, V, 2e-4)
    assert abs(formula - numerical) < 1e-4 * abs(formula), name
    values.append(formula)
    print('  %s [%s, time reversal %+d]: %.5f | %.5f %s'
          % (name, kind, parity, formula * unit, numerical * unit, label))
assert abs(values[1] / values[0] - 1) > 0.1
print('polarizability volume along z: %.4f angstrom^3 = %.4f bohr^3'
      % (values[0] * ANG**3, values[0]))

# Bond length at which the real-triplet matrix becomes singular.
R_c = brentq(lambda r: lowest(build(r), 'real triplet'), 1.2, 2.4, xtol=1e-5)
print('triplet instability at R_c = %.4f angstrom = %.4f bohr'
      % (R_c, R_c / ANG))
print('Lowest eigenvalues in eV (real singlet, real triplet, imaginary)')
print('and chi for z, z sigma_z (angstrom^2/eV) and L_x (hbar^2/eV):')
for length in (R_FIXED, R_c - 0.20, R_c - 0.10, R_c - 0.02, R_c + 0.20):
    s = build(length)
    low = [lowest(s, kind) for kind in CLASSES]
    assert low[0] > 0 and low[2] > 0 and low[1] <= low[0]
    assert np.linalg.eigvalsh(s.coul)[0] > -1e-9
    zz = to_mo(s, s.mol.intor('int1e_r')[2])
    lx = to_mo(s, s.mol.intor('int1e_cg_irxp')[0])
    print('  R %.4f angstrom: %.4f %.4f %.4f; chi %.4f %.4f %.4f'
          % (length, *[q * EV for q in low], chi(s, zz, 'real singlet') * u_z,
             chi(s, zz, 'real triplet') * u_z, chi(s, lx, 'imaginary') * u_L))

near = build(R_c - 0.10)
z_near = to_mo(near, near.mol.intor('int1e_r')[2])
formula = chi(near, z_near, 'real triplet')
numerical = finite_response(near, np.kron(PAULI[3], z_near), 2e-5)
assert abs(formula - numerical) < 1e-3 * abs(formula)
print('z sigma_z at R_c - 0.10 angstrom: formula %.4f, finite %.4f '
      'angstrom^2/eV' % (formula * u_z, numerical * u_z))
close = build(R_c - 0.02)
val, vec = np.linalg.eigh(close.M['real triplet'])
z_close = to_mo(close, close.mol.intor('int1e_r')[2])
share = (4 * (vec[:, 0] @ vo(close, z_close))**2 / val[0]
         / chi(close, z_close, 'real triplet'))
assert share > 0.9
print('share of softest mode in it at R_c - 0.02 angstrom: %.4f' % share)

# Energy terms of the critical mode u.
crit = build(R_c)
u = np.linalg.eigh(crit.M['real triplet'])[1][:, 0]
terms = [u @ q @ u * EV for q in
         (crit.gap, crit.direct, crit.cross, crit.coul)]
print('Critical mode u at R_c, all in eV:')
for label, term in zip(('orbital gaps', '(ab|ij)', '(aj|bi)', '(ai|bj)'),
                       terms):
    print('  u.%s.u = %.4f' % (label, term))
for kind in CLASSES:
    print('  u.M.u, %s: %.4f' % (kind, u @ crit.M[kind] @ u * EV))

# Separate UHF calculations from a spin-polarized start on both sides of R_c.
for shift in (-0.20, 0.20):
    s = build(R_c + shift)
    mode = embed(s, np.linalg.eigh(s.M['real triplet'])[1][:, 0])
    densities = []
    for angle in (0.5, -0.5):
        orb = s.C @ expm(angle * (mode - mode.T))[:, :s.no]
        densities.append(orb @ orb.T)
    uhf = scf.UHF(s.mol)
    uhf.conv_tol, uhf.max_cycle = 1e-10, 300
    uhf.kernel(dm0=np.array(densities))
    assert uhf.converged
    change, spin = uhf.e_tot - s.E, uhf.spin_square()[0]
    if shift < 0:
        assert abs(change) < 1e-6 and abs(spin) < 1e-2
    else:
        assert change < -1e-5 and spin > 1e-2
    print('R_c %+.2f angstrom: E(UHF) - E(RHF) = %.5f eV, <S^2> = %.4f'
          % (shift, change * EV, abs(spin)))
print('tests ok')
```

Printed output:

```
CH4, RHF/6-31G; fixed C-H length 1.09 angstrom
occupied orbitals 5, virtual orbitals 12, matrix dimension 60
RHF energy -1093.3640 eV; HOMO-LUMO gap 21.7051 eV
largest error of x.M.x, eight classes: 7.7e-09 eV
error for all classes mixed: 8.2e-09 eV
Responses at R = 1.09 angstrom: formula | finite perturbation
  electric z [real singlet, time reversal +1]: 0.12530 | 0.12530 angstrom^2/eV
  staggered z sigma_z [real triplet, time reversal -1]: 0.22319 | 0.22319 angstrom^2/eV
  contact at H, sigma_x [real triplet, time reversal -1]: 2.09738 | 2.09738 angstrom^-6/eV
  orbital L_x [imaginary, time reversal -1]: 0.12769 | 0.12769 hbar^2/eV
  L_x sigma_z [imaginary, time reversal +1]: 0.12769 | 0.12769 hbar^2/eV
  spin-orbit r^-3 L.sigma [imaginary, time reversal +1]: 115.10006 | 115.10006 hbar^2 angstrom^-6/eV
polarizability volume along z: 1.8043 angstrom^3 = 12.1760 bohr^3
triplet instability at R_c = 1.6467 angstrom = 3.1119 bohr
Lowest eigenvalues in eV (real singlet, real triplet, imaginary)
and chi for z, z sigma_z (angstrom^2/eV) and L_x (hbar^2/eV):
  R 1.0900 angstrom: 14.5526 8.0227 13.2173; chi 0.1253 0.2232 0.1277
  R 1.4467 angstrom: 12.4498 2.5967 9.4839; chi 0.2094 0.8285 0.1701
  R 1.5467 angstrom: 11.7753 1.2163 8.4693; chi 0.2391 1.8260 0.1846
  R 1.6267 angstrom: 11.2711 0.2310 7.7196; chi 0.2648 9.8979 0.1964
  R 1.8467 angstrom: 10.1141 -2.0179 5.9571; chi 0.3440 -1.2509 0.2280
z sigma_z at R_c - 0.10 angstrom: formula 1.8260, finite 1.8260 angstrom^2/eV
share of softest mode in it at R_c - 0.02 angstrom: 0.9885
Critical mode u at R_c, all in eV:
  u.orbital gaps.u = 17.2811
  u.(ab|ij).u = 13.1610
  u.(aj|bi).u = 4.1202
  u.(ai|bj).u = 4.3578
  u.M.u, real singlet: 17.4314
  u.M.u, real triplet: 0.0000
  u.M.u, imaginary: 8.2404
R_c -0.20 angstrom: E(UHF) - E(RHF) = 0.00000 eV, <S^2> = 0.0000
R_c +0.20 angstrom: E(UHF) - E(RHF) = -0.26426 eV, <S^2> = 0.4534
tests ok
```
